# Why eigenvalues alone do not determine how fast GMRES converges

**Question: do the eigenvalues tell me how fast GMRES converges?**

I solve shifted systems $(H-E)x=b$ for response functions and Green's functions, some with a non-Hermitian effective Hamiltonian. My working rule comes from Hermitian problems: if the eigenvalues of the matrix lie in a tight cluster away from zero, a Krylov solver converges in a few steps. Does the rule carry over to GMRES for a general matrix? If I know the whole spectrum exactly, what can I say about the residual after $k$ steps?

**Answer**

For a general matrix the spectrum tells you only that an invertible $n\times n$ system is solved by step $n$ in exact arithmetic. For any nonzero eigenvalues there is a matrix and a right-hand side on which GMRES makes no progress for $n-1$ steps, and others that produce any nonincreasing residual curve you like. Your rule is correct for normal matrices, and it survives approximately when the eigenvectors are well conditioned.

### What GMRES minimises

I assume exact arithmetic, the 2-norm, starting guess $x_0=0$ and $n\ge2$, with $\|b\|=1$ unless stated. At step $k$, GMRES picks $x_k$ in $\mathcal K_k=\mathrm{span}\{b,Ab,\dots,A^{k-1}b\}$ to minimise $\|b-Ax_k\|$. Writing $x_k=\sum_{j=0}^{k-1}y_jA^jb$ gives $r_k=b-\sum_j y_jA^{j+1}b=p(A)b$ with $p(z)=1-\sum_j y_jz^{j+1}$. As the $y_j$ vary, $p$ runs over all polynomials of degree at most $k$ with $p(0)=1$, so

$$\|r_k\|=\min_{p}\|p(A)b\|=\mathrm{dist}\big(b,\ \mathrm{span}\{Ab,\dots,A^kb\}\big).$$

### The companion matrix

Take any nonzero complex $\lambda_1,\dots,\lambda_n$, repeats allowed, and expand $\chi(z)=\prod_i(z-\lambda_i)=z^n+\sum_{j=0}^{n-1}c_jz^j$. Setting $z=0$ gives $c_0=(-1)^n\prod_i\lambda_i\neq0$. Define $C$ on the unit vectors by

$$Ce_j=e_{j+1}\ \ (j<n),\qquad Ce_n=-\sum_{j=0}^{n-1}c_je_{j+1}.$$

Its eigenvalues are the $\lambda_i$. In $z-C$, column $j<n$ has $z$ in row $j$ and $-1$ in row $j+1$, and the last column holds $c_0,\dots,c_{n-2},\,z+c_{n-1}$. Add $z^{i-1}$ times row $i$ to row 1 for $i=2,\dots,n$, which leaves the determinant unchanged. In column $j<n$ the new first-row entry is $z^{j-1}z-z^j=0$, and in the last column it is $\sum_jc_jz^j+z^n=\chi(z)$. Expanding along row 1 gives $(-1)^{1+n}\chi(z)$ times the minor of rows $2,\dots,n$ and columns $1,\dots,n-1$. That minor is upper triangular with $-1$ on the diagonal, so it equals $(-1)^{n-1}$, and $\det(z-C)=\chi(z)$. If the $\lambda_i$ are energies, use $sC$ with $C$ built from $\lambda_i/s$ for any energy $s>0$; the eigenvalues are $s(\lambda_i/s)=\lambda_i$. Below, $s=1$ Ha.

Choose $b=e_1$. Then $C^ke_1=e_{k+1}$ for $k\le n-1$, so $\mathrm{span}\{Cb,\dots,C^kb\}=\mathrm{span}\{e_2,\dots,e_{k+1}\}$ is orthogonal to $e_1$. The point of that span closest to $e_1$ is zero, hence

$$\|r_k\|=1\quad(k=0,\dots,n-1).$$

From $r_k=b$ follows $Cx_k=0$, and $x_k=0$ because $C$ is invertible. At step $n$ the Krylov space is all of $\mathbb C^n$ and the residual vanishes. The solution follows from $Cx=\sum_{j<n}x_je_{j+1}-x_n\sum_jc_je_{j+1}=e_1$. The $e_1$ component gives $-x_nc_0=1$, and the $e_{j+1}$ component gives $x_j=x_nc_j$, so $x_j=-c_j/c_0$ with $c_n=1$.

No step used the values of the $\lambda_i$ beyond $c_0\ne0$. Several consequences follow directly.

- Restarted GMRES($m$) with $m<n$ returns $x=0$ after each cycle, restarts from the same state and never converges.
- The Arnoldi vectors are $e_1,\dots,e_k$, so the projected matrix $H_k$ is the leading $k\times k$ block of $C$. For $k<n$ it is strictly lower triangular, and all Ritz values are zero. Its first row is zero, so the Galerkin (FOM) equation $H_ky=e_1$ has no solution.
- For unitary $U$, the pair $(UCU^*,Ue_1)$ has the same norms $\|p(A)b\|$, so the sparse pattern is inessential in exact arithmetic. For a clustered spectrum and large $n$ the eigenvalues of $C$ are very ill conditioned, and rounding errors in a rotated copy can move them far outside the cluster.
- The spectrum $\{1,\dots,1\}$ also stagnates. The minor used above is nonzero for every $z$, so $C-1$ has rank $n-1$: there is one eigenvector and one Jordan block of size $n$.

The stagnation belongs to the pair $(C,e_1)$ and not to $C$ alone. If $b$ is an eigenvector with eigenvalue $\lambda$, then $p(z)=1-z/\lambda$ gives $r_1=0$.

### Where the residuals are stored

Let $K=[b,Ab,\dots,A^{n-1}b]$ be invertible, and let $C$ be the companion matrix of $A$'s characteristic polynomial. Column $j<n$ of $AK$ is $A^jb=Ke_{j+1}=KCe_j$. The last column is $A^nb=-\sum_jc_jA^jb=KCe_n$ by the Cayley–Hamilton theorem. Hence $A=KCK^{-1}$.

The residuals depend on $K$ alone. Let $G=K^*K$ with indices $0,\dots,n-1$, and write $b=r_k+u$ with $u$ in the span of $Ab,\dots,A^kb$ and $r_k$ orthogonal to it. Replacing $b$ by $b-u$ in $[b,Ab,\dots,A^kb]$ is a column operation of determinant one, so the Gram determinant is unchanged. The new Gram matrix is block diagonal, with blocks $\|r_k\|^2$ and $G_{1..k}$. Therefore

$$\|r_k\|^2=\frac{\det G_{0..k}}{\det G_{1..k}},\qquad 1\le k\le n-1 .$$

Conversely, pick any invertible $K$ and any companion $C$, and set $A=KCK^{-1}$, $b=Ke_1$. Then $A^jb=KC^je_1=Ke_{j+1}$, so $K$ is the Krylov matrix of this pair. The spectrum is in $C$, the residual history is in $K$, and the two can be chosen independently. The choice $K=1$ gives the stagnating pair $(C,e_1)$.

This proves the Greenbaum–Pták–Strakoš theorem. Given $f_0\ge f_1\ge\dots\ge f_{n-1}>0=f_n$, take an orthonormal basis $w_1,\dots,w_n$, set $h_k=(f_{k-1}^2-f_k^2)^{1/2}$, $b=\sum_kh_kw_k$ and $K=[b,w_1,\dots,w_{n-1}]$. Only $b$ has a component along $w_n$, namely $h_n=f_{n-1}>0$, so $K$ is invertible. Since $A^jb=w_j$ for $j\le n-1$, the distance from $b$ to $\mathrm{span}\{w_1,\dots,w_k\}$ obeys

$$\|r_k\|^2=\sum_{j>k}h_j^2=\sum_{j>k}(f_{j-1}^2-f_j^2)=f_k^2,$$

where the sum telescopes. This is an existence statement over all pairs $(A,b)$; it does not predict how a particular physical matrix behaves.

### What the eigenvalues do give

Suppose $A=V\Lambda V^{-1}$. Then $p(A)=Vp(\Lambda)V^{-1}$, and taking norms gives

$$\|r_k\|\le\kappa(V)\,\varepsilon_k,\qquad \varepsilon_k=\min_p\max_i|p(\lambda_i)|,\qquad \kappa(V)=\|V\|\|V^{-1}\|.$$

For normal $A$, $V$ can be taken unitary and $\kappa(V)=1$; this covers $H-E-i\eta$ with Hermitian $H$. If the eigenvalues lie in a positive interval with centre $\bar\lambda$ and half-width $d$, the trial polynomial $p(z)=T_k\big((\bar\lambda-z)/d\big)/T_k(\bar\lambda/d)$ has $p(0)=1$. The Chebyshev polynomial satisfies $|T_k|\le1$ on $[-1,1]$, so $\varepsilon_k\le1/T_k(\bar\lambda/d)$ with $T_k(x)=\cosh(k\,\mathrm{arccosh}\,x)$ for $x>1$. For a cluster anywhere in the complex plane, inside a disc $|z-\mu|\le\rho<|\mu|$, the polynomial $p(z)=(1-z/\mu)^k$ has $p(0)=1$ and $|p(\lambda_i)|=|\mu-\lambda_i|^k/|\mu|^k$, so $\varepsilon_k\le(\rho/|\mu|)^k$. These bounds are the sound content of your rule.

For distinct eigenvalues $\varepsilon_{n-1}$ is known exactly. A polynomial of degree at most $n-1$ is fixed by its freely chosen values $v_j=p(\lambda_j)$ through $p=\sum_jv_jl_j$, with $l_j(z)=\prod_{i\ne j}(z-\lambda_i)/(\lambda_j-\lambda_i)$. The constraint reads $1=\sum_jl_j(0)v_j$, so $1\le S\max_j|v_j|$ with $S=\sum_j|l_j(0)|$. The values $v_j=\overline{l_j(0)}/(|l_j(0)|S)$ satisfy the constraint and have modulus $1/S$, so $\varepsilon_{n-1}=1/S$. A normal matrix attains it. For $A=\mathrm{diag}(\lambda_j)$ and $|b_j|^2=|l_j(0)|/S$, the Cauchy–Schwarz inequality gives

$$1=\Big|\sum_j\frac{l_j(0)}{|b_j|}\,|b_j|v_j\Big|^2\le\sum_j\frac{|l_j(0)|^2}{|b_j|^2}\sum_j|b_j|^2|v_j|^2=S^2\,\|p(A)b\|^2 ,$$

so $\|r_{n-1}\|\ge1/S$, which meets the upper bound. For normal matrices the spectrum thus fixes the worst case over $b$ at that step.

Putting $\|r_{n-1}\|=1$ into the bound shows that complete stagnation forces $\kappa(V)\ge S$, however the columns of $V$ are scaled. For $C$ the eigenvectors are explicit. The row $w=(1,\lambda,\dots,\lambda^{n-1})$ at an eigenvalue $\lambda$ has $wCe_j=\lambda^j=\lambda w_j$ for $j<n$, and $wCe_n=-\sum_jc_j\lambda^j=\lambda^n=\lambda w_n$ because $\chi(\lambda)=0$. Stacking these rows into the Vandermonde matrix $W$ gives $WC=\Lambda W$, so $V=W^{-1}D$ with $D$ diagonal. Since $l_j(0)=\prod_{i\ne j}\lambda_i/(\lambda_i-\lambda_j)$, scaling all eigenvalues by a common factor leaves $S$ unchanged; what counts is the spread relative to the distance from zero. For $\lambda_i=\mu+\sigma\delta_i$ with fixed $\mu\ne0$ and distinct $\delta_i$, $S$ grows like $\sigma^{-(n-1)}$ as $\sigma\to0$, so complete stagnation with a tight cluster away from zero requires a very large $\kappa(V)$.

Stagnation does not require non-normality. For the $n$th roots of unity $\chi=z^n-1$, and $l_j(z)=\chi(z)/[(z-\lambda_j)\chi'(\lambda_j)]$ gives $l_j(0)=(-1)/[(-\lambda_j)\,n\lambda_j^{n-1}]=1/n$, so $S=1$. Here $c_0=-1$, $Ce_n=e_1$, and $C$ is the unitary cyclic shift. It stagnates with condition number one, and in this case the spectrum, which encircles the origin, allows it: $\varepsilon_{n-1}=1$.

### A condition that does exclude stagnation

For any vector $r\ne0$, the minimum of $\|r-\alpha Ar\|$ over $\alpha$ removes the projection of $r$ on $Ar$, so it equals $(\|r\|^2-|r^*Ar|^2/\|Ar\|^2)^{1/2}$. With $r=b$ this is $\|r_1\|$ exactly. At later steps $r_{k-1}=b-Ax_{k-1}$ lies in $\mathcal K_k$, so $x_{k-1}+\alpha r_{k-1}$ is an allowed candidate for $x_k$, and GMRES does at least as well. Let $\nu$ be the lowest eigenvalue of $M=(A+A^*)/2$. If $\nu>0$, then $|r^*Ar|\ge\mathrm{Re}\,r^*Ar=r^*Mr\ge\nu\|r\|^2$, and $\|Ar\|\le\|A\|\|r\|$, so

$$\|r_k\|\le\big(1-\nu^2/\|A\|^2\big)^{1/2}\,\|r_{k-1}\| .$$

For $A=H-E-i\eta$ with Hermitian $H$, real $E$ and $\eta>0$, $|\mathrm{Im}\,r^*Ar|=\eta\|r\|^2$, and the same bound holds with $\eta$ in place of $\nu$. The condition concerns the field of values $r^*Ar/\|r\|^2$, which is not fixed by the eigenvalues. The companion matrix has $e_1^*Ce_1=0$, hence $\nu\le0$, whatever its spectrum.

### Worked example

Take a six-site tight-binding chain with on-site energy zero, hopping $-t$, $t=0.25$ Ha, and shift $E=-1$ Ha. These are round model parameters. The matrix $A=H-E$ has $1$ Ha on the diagonal and $-0.25$ Ha beside it. The vector with components $\sin(mj\pi/7)$, $m=1,\dots,6$, vanishes at $m=0$ and $m=7$, and $\sin(m-1)\theta+\sin(m+1)\theta=2\cos\theta\sin m\theta$, so $\lambda_j=1-0.5\cos(j\pi/7)$ Ha. The values are 0.5495, 0.6883, 0.8887, 1.1113, 1.3117 and 1.4505 Ha, with $\bar\lambda=1$ Ha, $d=0.4505$ Ha and $\bar\lambda/d=2.2198$ (the output calls the centre $c$). The coefficients $c_0,\dots,c_5$ are 0.71069, $-4.79688$, 13.14844, $-18.75$, 14.6875 and $-6$, in Ha$^{6-j}$; $c_5$ is minus the trace.

The residual norms, relative to $\|b\|=1$, are as follows.

| $k$ | chain, $e_1$ | $\varepsilon_k$ | $C$, $e_1$ | $C$, uniform $b$ |
|---|---|---|---|---|
| 1 | 0.2425 | 0.4505 | 1 | 0.9963 |
| 2 | 0.06428 | 0.1068 | 1 | 0.7502 |
| 3 | 0.01721 | 0.02319 | 1 | 0.4986 |
| 4 | 0.00461 | 0.005664 | 1 | 0.4814 |
| 5 | 0.001235 | 0.001282 | 1 | 0.4396 |

For the chain, $Ae_1=(1,-0.25,0,\dots)$ Ha, so $\|r_1\|^2=1-1^2/(1+0.25^2)=0.05882$ and $\|r_1\|=0.2425$. The $\varepsilon_k$ come from a linear program. The chain lies below them at each step, and they do not exceed the Chebyshev bounds $1/2.2198=0.4505$, 0.1129, 0.02696, 0.006417 and 0.001527. The moduli of the Lagrange values add to $S=71.233+184.67+222.37+177.85+96.893+26.987=780$, and $1/S=0.001282$ agrees with $\varepsilon_5$.

The companion matrix with the same six eigenvalues stays at residual 1 through step 5 and reaches $3\times10^{-14}$, rounding level, at step 6. Its solution has $x_1=4.79688/0.71069=6.7496$ Ha$^{-1}$ and $x_6=-1/0.71069=-1.4071$ Ha$^{-1}$, against $x_1=1.0718$ Ha$^{-1}$ for the chain: the two systems share a spectrum but not a solution. GMRES(5) still has residual 1 after 20 restarts. With unit columns $\kappa(V)=5.1\times10^4$, above the lower bound 780, and the eigenvalue bound at step 5 is $5.111\times10^4\times0.001282=65.5$, which says nothing. The uniform right-hand side does not stagnate, yet its residual at step 5 is 0.44, far above $\varepsilon_5$, so slow convergence on this matrix is not confined to $e_1$. The field of values separates the two matrices: $\nu=0.5495$ Ha for the chain, giving a guaranteed factor of at most $[1-(0.5495/1.4505)^2]^{1/2}=0.9255$ per step, which is a weak bound, while $\nu=-11.36$ Ha for $C$ gives no guarantee.

For the prescribed curve 1, 0.5, 0.5, 0.2, 0.2, 0.1 the components are $h_1=(1-0.25)^{1/2}=0.866$, $h_2=0$, $h_3=(0.25-0.04)^{1/2}=0.4583$, $h_4=0$, $h_5=(0.04-0.01)^{1/2}=0.1732$ and $h_6=0.1$. GMRES on $KCK^{-1}$ reproduces the curve with the chain's spectrum. The construction also works in the favourable direction: the sixth roots of unity stagnate as the cyclic shift, and a non-normal matrix with the same eigenvalues gives residuals $0.25^k$, down to 0.00098 at $k=5$. That matrix is not normal: a normal matrix with eigenvalues of modulus one is unitary and preserves inner products, whereas this one maps $b$ and $w_1$, with $w_1^*b=h_1\ne0$, to the orthogonal vectors $w_1$ and $w_2$.

For your systems, the eigenvalue rule is safe when $H$ is Hermitian and the basis is orthonormal, with real or complex shift, but it promises speed only when its premise holds. With $E$ inside the spectrum of $H$ the eigenvalues lie on both sides of zero, the guaranteed factor $(1-\eta^2/\|A\|^2)^{1/2}$ is close to one for small $\eta$, and convergence can be slow; for the chain with $E=0$ and $\eta=0$, $e_1^*Ae_1=0$ and $\|r_1\|=1$. In a non-orthogonal basis with overlap matrix $O$, the matrix $H-(E+i\eta)O$ is in general not normal, and $\eta$ in the bound must be replaced by $\eta$ times the lowest eigenvalue of $O$. For a non-Hermitian effective Hamiltonian the eigenvalue bound carries the factor $\kappa(V)$. A small $\kappa(V)$ rescues the rule, but a large one does not by itself imply slow convergence: for $A=1+N$ with $\|N\|<1$, the polynomial $p(z)=(1-z)^k$ gives $\|r_k\|\le\|N\|^k$ even when $A$ is defective. The field-of-values condition gives a separate guarantee when $\nu>0$. It is sufficient but not necessary: minus the identity has $\nu=-1$, yet GMRES solves it in one step. The numerical check tests stagnation and prescribed curves on the example and on random complex spectra in rotated bases, the value $1/S$, the Gram-determinant formula, the $\kappa(V)$ and Chebyshev bounds on the example, and the contraction bound with $\nu$ on real matrices; the disc bound and the complex-shift version with $\eta$ rest on the derivations above. Its output holds the numbers used here.

## Computed results

```
input: n = 6, t = 0.25 Ha, E = -1.0 Ha, scale s = 1 Ha
eigenvalues of H-E (Ha): 0.549516 0.688255 0.88874 1.11126 1.31174 1.45048
centre c, half-width d (Ha): 1 0.450484
c/d (dimensionless): 2.21983
c_0..c_5 (Ha^(6-j)): 0.7106934 -4.796875 13.14844 -18.75 14.6875 -6
residual norms are dimensionless; k = 0..5 unless stated
chain, b=e1: 1 0.2425 0.06428 0.01721 0.00461 0.001235
companion, b=e1: 1 1 1 1 1 1
companion, uniform b: 1 0.9963 0.7502 0.4986 0.4814 0.4396
prescribed curve (input): 1 0.5 0.5 0.2 0.2 0.1
components h_k of b for that curve: 0.866 0 0.4583 0 0.1732 0.1
GMRES on prescribed matrix: 1 0.5 0.5 0.2 0.2 0.1
k=6 residuals chain, companion, prescribed: 1e-15 3e-14 3e-13
exact |r_1|^2 chain from Gram determinants: 0.0588235
eps_k, linear program: 1 0.4505 0.1068 0.02319 0.005664 0.001282
Chebyshev bound 1/T_k(c/d): 1 0.4505 0.1129 0.02696 0.006417 0.001527
Lagrange values l_j(0): 71.233 -184.67 222.37 -177.85 96.893 -26.987
S and 1/S: 780 0.0012821
kappa(V) companion, unit columns: 5.111e+04
kappa(V)*eps_k companion: 5.111e+04 2.303e+04 5458 1185 289.5 65.53
kappa_2 of chain, companion, prescribed: 2.64 1127 1.765e+04
2-norm of chain, companion (Ha): 1.45 28.3
nu of chain, companion (Ha): 0.5495 -11.36
field-of-values contraction factor, chain: 0.9255
solution chain (1/Ha): 1.0718 0.28719 0.07695 0.020611 0.0054964 0.0013741
solution companion (1/Ha): 6.7496 -18.501 26.383 -20.666 8.4425 -1.4071
largest |Ritz value| companion, k<6 (Ha): 0
GMRES(5) residual after 20 restarts, companion: 1
companion, b = eigenvector, |r_1|: 2e-15
all eigenvalues 1 Ha, companion: 1 1 1 1 1 1
roots of unity: S: 1
roots of unity, unitary companion: 1 1 1 1 1 1
roots of unity, curve 0.25^k: 1 0.25 0.0625 0.01563 0.003906 0.0009766
```
